# Elastic cooling of electrons in an argon afterglow

## Problem

The power of a pulsed argon discharge is switched off. The electrons are hotter than the gas, have no mean drift, and collide elastically with argon atoms. Their momentum-transfer collision frequency is $\nu=10^8\ \mathrm{s^{-1}}$, independent of the relative speed. The gas stays at $T_g=300$ K.

(a) With what time constant does the excess electron temperature $T_e-T_g$ decay?

(b) The electrons start at $kT_e=1$ eV. What is their temperature after 1 ms, and when is it within 10% of the gas temperature?

(c) How far can the answer be trusted in a processing plasma?

The electron mass is $m=9.109\times10^{-31}$ kg and the mass of an argon atom is $M=6.634\times10^{-26}$ kg. The electron temperature is defined by the mean kinetic energy, $\langle\varepsilon\rangle=\tfrac32kT_e$. This definition does not require a Maxwellian distribution.

## A tempting solution

Collisions act on the electrons as friction:
$$m\frac{d\mathbf v}{dt}=-m\nu\mathbf v .$$
Take the scalar product with $\mathbf v$. Since $\mathbf v\cdot d\mathbf v/dt=\tfrac12\,d(v^2)/dt$,
$$\frac{d}{dt}\left(\tfrac12mv^2\right)=-2\nu\left(\tfrac12mv^2\right).$$
The energy must settle at the thermal energy of the gas, so the right side is corrected to contain the excess alone:
$$\frac{dT_e}{dt}=-2\nu(T_e-T_g).$$
The time constant would be $1/(2\nu)=5$ ns.

## Where it fails

The friction law holds for the mean velocity $\langle\mathbf v\rangle$, not for the velocity of each electron. Multiplying it by $\langle\mathbf v\rangle$ gives the decay of $\tfrac12m|\langle\mathbf v\rangle|^2$, the energy of the common drift. The temperature measures $\tfrac12m\langle|\mathbf v|^2\rangle$, which is a different average. In this afterglow $\langle\mathbf v\rangle=0$, so the friction law reads $0=0$ and says nothing about the temperature.

The two averages differ because a collision can turn a velocity without shortening it much. Electrons that started in one direction soon move in all directions, and their mean velocity vanishes while each keeps nearly all its speed. To find the energy loss, one must follow the energy through a collision.

## Energy change in one collision

Let the electron have velocity $\mathbf v$ and the atom velocity $\mathbf V$. Define the centre-of-mass velocity, the relative velocity and the reduced mass:
$$\mathbf W=\frac{m\mathbf v+M\mathbf V}{m+M},\qquad \mathbf g=\mathbf v-\mathbf V,\qquad \mu=\frac{mM}{m+M}.$$
Inserting the definitions confirms that
$$\mathbf v=\mathbf W+\frac{M}{m+M}\,\mathbf g .$$
Momentum conservation leaves $\mathbf W$ unchanged. Energy conservation in an elastic collision then leaves the length of $\mathbf g$ unchanged, so the collision turns $\mathbf g$ into $\mathbf g'$ with $|\mathbf g'|=|\mathbf g|$. The new electron velocity is
$$\mathbf v'=\mathbf W+\frac{M}{m+M}\,\mathbf g'.$$
When the squares of $\mathbf v'$ and $\mathbf v$ are subtracted, the terms $W^2$ cancel, and so do the terms in $g'^2$ and $g^2$. The cross terms remain:
$$\Delta\varepsilon=\frac m2(v'^2-v^2)=\mu\,\mathbf W\cdot(\mathbf g'-\mathbf g).$$

Let $\chi$ be the angle between $\mathbf g'$ and $\mathbf g$. All azimuths around $\mathbf g$ are equally likely, so the part of $\mathbf g'$ perpendicular to $\mathbf g$ averages to zero and the parallel part is $\mathbf g\cos\chi$. Therefore
$$\overline{\Delta\varepsilon}=-\mu(1-\cos\chi)\,\mathbf W\cdot\mathbf g .$$

The factor $1-\cos\chi$ is the weight that defines the momentum-transfer frequency. With gas density $n_g$ and differential cross section $d\sigma$,
$$\nu=n_g\,g\int(1-\cos\chi)\,d\sigma .$$
Summing over all deflections thus gives an energy change per unit time of $-\mu\nu\,\mathbf W\cdot\mathbf g$. Scattering need not be isotropic.

The same average applied to $\mathbf v'-\mathbf v=\frac{M}{m+M}(\mathbf g'-\mathbf g)$ gives, for a gas without flow,
$$\frac{d\langle\mathbf v\rangle}{dt}=-\frac{M}{m+M}\,\nu\langle\mathbf v\rangle .$$
This is the friction law, now with its proper meaning. Its time constant is close to $1/\nu=10$ ns.

## Average over electrons and atoms

Because $\nu$ is constant, it can be taken out of the average over velocities:
$$\frac{d\langle\varepsilon\rangle}{dt}=-\mu\nu\langle\mathbf W\cdot\mathbf g\rangle .$$
Multiplying out the scalar product gives
$$\mathbf W\cdot\mathbf g=\frac{mv^2-MV^2+(M-m)\,\mathbf v\cdot\mathbf V}{m+M}.$$
Electron and atom velocities are taken as uncorrelated before they collide, so $\langle\mathbf v\cdot\mathbf V\rangle=\langle\mathbf v\rangle\cdot\langle\mathbf V\rangle$. This is zero because the gas does not flow. The other averages are $m\langle v^2\rangle=2\langle\varepsilon\rangle$ and $M\langle V^2\rangle=3kT_g$. Hence
$$\langle\mathbf W\cdot\mathbf g\rangle=\frac{2}{m+M}\left(\langle\varepsilon\rangle-\tfrac32kT_g\right),$$
and, with $\mu=mM/(m+M)$,
$$\frac{d\langle\varepsilon\rangle}{dt}=-\frac{2mM}{(m+M)^2}\,\nu\left(\langle\varepsilon\rangle-\tfrac32kT_g\right).$$

The first term in the bracket is energy given to the atoms; the second is energy returned by their thermal motion. The atoms are slow, but their large mass makes $MV^2$ count. Without this term the electrons would cool towards absolute zero.

The discarded cross term is not small in a single collision. It is of order $mvV$, while the systematic loss is of order $(m/M)mv^2$. With root-mean-square speeds their ratio is
$$\frac{M}{m}\,\frac Vv=\sqrt{\frac{M\,T_g}{m\,T_e}}\approx43$$
at 1 eV and 300 K. One collision may therefore raise or lower an electron's energy by much more than the mean loss. The cooling law describes the average.

## (a) The time constant

Insert $\langle\varepsilon\rangle=\tfrac32kT_e$ and divide by $\tfrac32k$:
$$\frac{dT_e}{dt}=-\frac{T_e-T_g}{\tau},\qquad \tau=\frac{(m+M)^2}{2mM\nu}.$$
With $T_g$ constant, the excess $u=T_e-T_g$ obeys $du/u=-dt/\tau$. Integration from 0 to $t$ gives $\ln[u(t)/u(0)]=-t/\tau$, or
$$T_e(t)=T_g+[T_e(0)-T_g]\,e^{-t/\tau}.$$

Since $m\ll M$,
$$\tau=\frac{M}{2m\nu}\left(1+\frac mM\right)^2\approx\frac{M}{2m\nu}.$$
The neglected relative correction is about $2m/M=2.7\times10^{-5}$. For argon $M/m=72821$, so
$$\tau=\frac{72821}{2\times10^8\ \mathrm{s^{-1}}}=3.64\times10^{-4}\ \mathrm s=0.364\ \mathrm{ms}.$$

The tempting answer was too short by a factor of about 73 000. For isotropic scattering $\nu$ is the actual collision rate, and an electron makes about 36 400 collisions in one $\tau$. If forward scattering is favoured, the actual number is larger, because each collision then counts for less in $\nu$.

Two limits show what the mass factor does. For an atom at rest, $\mathbf W\cdot\mathbf g=mv^2/(m+M)$, and the fractional energy loss in one collision is
$$-\frac{\overline{\Delta\varepsilon}}{\varepsilon}=\frac{2mM}{(m+M)^2}(1-\cos\chi).$$
A head-on collision, $\chi=\pi$, gives about $4m/M$. Using this largest loss for every collision would halve the time constant to 0.18 ms. For equal masses, on the other hand, the general formula gives $\tau=2/\nu$, so a few collisions suffice. The slowness in argon comes from the unequal masses.

The exponential law was tested by simulating random isotropic collisions of 200 000 electrons with model atoms only 50 times heavier than an electron, starting at 20 times the gas temperature. The fractions of the initial excess left after $\tau$ and $2\tau$ were 0.368 and 0.136; the formula gives 0.368 and 0.135.

## (b) Temperatures in the example

An energy $kT_e=1$ eV corresponds to 11 605 K, so the initial excess is 11 305 K. After 1 ms,
$$T_e=300\ \mathrm K+11305\ \mathrm K\times e^{-1/0.364}\approx1025\ \mathrm K.$$
After one time constant the temperature is 4459 K. This is more than $1/e$ of 11 605 K, because the excess, not the temperature itself, decays exponentially.

Being within 10% of the gas temperature means an excess of 30 K:
$$t=\tau\ln\frac{11305}{30}=0.364\ \mathrm{ms}\times5.93=2.16\ \mathrm{ms}.$$

## (c) When the collision frequency depends on energy

The momentum-transfer cross section of argon has a deep Ramsauer minimum at a few tenths of an electronvolt. A constant $\nu$ is therefore a model, and its replacement must be found before real argon can be judged.

Now let $\nu=\nu(g)$ and let both electrons and atoms be Maxwellian, with temperatures $T_e$ and $T_g$. The required average is $\langle\nu(g)\,\mathbf W\cdot\mathbf g\rangle$. Along each axis, $W_x$ and $g_x$ are sums of Gaussian variables with zero mean. From $\langle v_x^2\rangle=kT_e/m$ and $\langle V_x^2\rangle=kT_g/M$,
$$\langle W_xg_x\rangle=\frac{k(T_e-T_g)}{m+M},\qquad \langle g_x^2\rangle=\frac{kT_e}{m}+\frac{kT_g}{M}.$$
Let $a=\langle W_xg_x\rangle/\langle g_x^2\rangle$. Then $W_x-ag_x$ is uncorrelated with $g_x$. For jointly Gaussian variables this means that it is independent of $g_x$, and different axes are independent as well. The remainder $\mathbf W-a\mathbf g$ thus averages to zero at any given $\mathbf g$, and
$$\langle\nu\,\mathbf W\cdot\mathbf g\rangle=a\langle\nu g^2\rangle .$$

To leading order in $m/M$, provided also that $T_g/M\ll T_e/m$, one may set $\mu\approx m$, $\mathbf g\approx\mathbf v$ and $a\approx(m/M)(T_e-T_g)/T_e$. With $mv^2=2\varepsilon$,
$$\frac{d\langle\varepsilon\rangle}{dt}\approx-\frac{2m}{M}\,\frac{T_e-T_g}{T_e}\,\langle\nu\varepsilon\rangle .$$
Since $T_e=2\langle\varepsilon\rangle/(3k)$, this has the earlier form, with the constant frequency replaced by
$$\nu_{\rm eff}=\frac{\langle\nu\varepsilon\rangle}{\langle\varepsilon\rangle}.$$
Fast electrons carry more weight because they have more energy to lose. As $\nu_{\rm eff}$ changes with $T_e$, the decay is no longer a single exponential.

Take argon at 0.1 Torr and 300 K, with a density of $3.22\times10^{15}\ \mathrm{cm^{-3}}$. Rough cross sections, in units of $10^{-16}\ \mathrm{cm^2}$, are 5 at 0.01 eV, 0.6 at 0.1 eV, 0.1 at 0.25 eV, 0.3 at 0.5 eV, 1.4 at 1 eV, 5 at 3 eV and 14 at 10 eV. Interpolating between their logarithms gives $\nu_{\rm eff}\approx1.3\times10^8\ \mathrm{s^{-1}}$ at $kT_e=1$ eV, $1.8\times10^7$ at 0.3 eV and $2.8\times10^6$ at 0.1 eV.

The stated $10^8\ \mathrm{s^{-1}}$ thus suits the beginning of this afterglow, but not its later part. With the variable frequency, and with electrons that stay Maxwellian, elastic collisions with atoms reduce the excess to $1/e$ in about 0.6 ms instead of 0.36 ms. Cooling to 0.1 eV takes about 10 ms instead of 0.94 ms. The low-temperature values are sensitive to the cross section near the minimum. The tabulated 0.3 at 0.5 eV is on the low side, and effective-range theory gives about 0.55. Using that cross section below 1 eV, or interpolating the table linearly, raises $\nu_{\rm eff}$ at 0.1 eV to $3.4$–$4.0\times10^6\ \mathrm{s^{-1}}$ and shortens the 10 ms to about 8 ms, while the 0.6 ms hardly changes. The Maxwellian must be maintained by collisions between electrons. Without them, electrons would collect near the Ramsauer minimum, where they lose energy slowly, and the first time would be about twice as long and the second three to four times as long.

## (c) Other processes in a processing plasma

Consider a pulsed argon plasma at this pressure between plates 10 cm apart, with $10^{10}$ electrons per $\mathrm{cm^3}$. These are rough typical values for a low-pressure processing reactor, and the estimates below share that roughness.

**Walls.** Electrons that cross the sheath take energy with them. A Maxwellian flux carries $2kT_e$ per electron. Equal electron and ion fluxes at a floating wall require a sheath drop of $\ln\sqrt{M/(2\pi m)}=4.7$ in units of $kT_e/e$, and a collisionless presheath adds about 0.5. The total is $7.2\,kT_e$ per escape. At this pressure ions collide often on their way to the sheath, and the ambipolar field in the plasma then takes a few $kT_e$ from each escaping electron instead of 0.5. This raises the loss. On the other hand, collisions between electrons are too slow here to replace all the fast electrons that a full Maxwellian would send over so high a barrier, and this lowers the sheath drop. The two corrections oppose each other, so $7.2\,kT_e$ is a rough value, not a bound. If electrons of density $n$ escape in a time $\tau_D$, then $dn/dt=-n/\tau_D$ and
$$\frac{d}{dt}\left(\tfrac32nkT_e\right)=-\frac{n}{\tau_D}\,7.2\,kT_e .$$
Expanding the derivative and moving the density term to the right leaves
$$\frac32\frac{dT_e}{dt}=-(7.2-1.5)\frac{T_e}{\tau_D}.$$
For the lowest diffusion mode between plates a distance $L$ apart, the escape time is $\tau_D=(L/\pi)^2/D_a$, with the ambipolar diffusion coefficient $D_a=\mu_i k(T_e+T_g)/e$ and the ion mobility $\mu_i$, which varies inversely with gas density. This gives about 0.79 ms at 1 eV, for a rough ion mobility of $1.5\ \mathrm{cm^2/Vs}$ at 760 Torr and 273 K. The wall cooling time is then roughly $1.5\times0.79/5.7\approx0.21$ ms, shorter than the elastic 0.36 ms. Adding the two rates gives an initial cooling time of roughly 0.13 ms. The result of part (a) is therefore the elastic contribution, not the full cooling time of this reactor.

Higher pressure favours elastic cooling. At fixed gap, gas temperature and $T_e$, the elastic time varies as $1/p$ and the diffusive wall time as $p$. Doubling the pressure would change the rough 1 eV values from 0.28 and 0.21 ms to 0.14 and 0.42 ms, where the elastic values use $\nu_{\rm eff}$ for argon.

**Ions.** Electron-ion collisions have a frequency of $3.5\times10^5\ \mathrm{s^{-1}}$ at 1 eV, less than 1% of $\nu$. At 300 K and unchanged density it would be $4.5\times10^7\ \mathrm{s^{-1}}$. Scaling the 1 eV value as $T_e^{-3/2}$ gives about $10^7\ \mathrm{s^{-1}}$ at 0.1 eV, above the $2.8\times10^6\ \mathrm{s^{-1}}$ for atoms. Ions have nearly the mass of the atoms and take energy with the same small mass factor. The Coulomb logarithm falls as the electrons cool, which lowers the value at 0.1 eV to about $7\times10^6\ \mathrm{s^{-1}}$, still above that for atoms. The 10 ms found above for atoms alone therefore overstates the cooling time: at fixed density, atoms and ions together need about 5.5 ms. The density falls during the afterglow, however, and the ion contribution falls with it.

**Excited atoms.** At 1 eV, exciting atoms to the lowest excited level costs about 750 eV/s per electron if the electrons are Maxwellian, compared with an elastic loss of about 4010 eV/s at constant $\nu$. Higher levels add to the excitation loss. This extra loss fades quickly as the electrons cool, because the threshold is near 11.5 eV. Metastable atoms do the reverse: they return their energy to electrons. For a rough density of $10^{11}\ \mathrm{cm^{-3}}$ and a rough rate coefficient of $4\times10^{-10}\ \mathrm{cm^3/s}$, the energy returned is 460 eV/s per electron. If this energy is shared among the electrons, balance with elastic cooling at constant $\nu$ requires
$$k(T_e-T_g)=\frac{460\ \mathrm{eV/s}\times3.64\times10^{-4}\ \mathrm s}{1.5}\approx0.11\ \mathrm{eV}.$$
This is about four times the gas value $kT_g=0.026$ eV, but it is uncertain by a factor of several, because the rate coefficient and $\nu$ were both held fixed. If $4\times10^{-10}\ \mathrm{cm^3/s}$ holds at 1 eV and the excitation cross section rises linearly from threshold, the coefficient falls roughly as $\sqrt{T_e}$ and the excess at constant $\nu$ drops to about 0.02 eV. The smaller $\nu_{\rm eff}$ of cool electrons works in the opposite direction. In this reactor, however, little of the energy is shared. An electron released with 11.5 eV reaches a wall in about 1 µs, while passing its energy to the other electrons takes tens of microseconds. Unless the wall potential holds such fast electrons back, most of their energy goes to the walls and the temperature excess is far smaller than 0.11 eV.

**Gas heating.** The assumption of constant $T_g$ is safe here as far as the electrons' stored energy is concerned. There are so few electrons per atom that giving all their excess energy to the gas would warm it by about 0.04 K.

The time constant of part (a) is thus one contribution among several in this reactor, and it applies only while $\nu$ stays near its stated value.

## Table of computed values

```
Electron mass: 9.1094e-31 kg
Argon atom mass: 6.6335e-26 kg
Mass ratio M/m: 72821
Momentum-transfer frequency: 1.0e+08 1/s
Momentum loss time 1/nu: 10.0 ns
Energy loss fraction 2m/M: 2.746e-05
Collisions in one tau: 36411
tau, full mass factor: 0.36411 ms
tau, M/(2 m nu): 0.36410 ms
Gas temperature: 300 K = 0.0259 eV
Initial Te: 1.0 eV = 11605 K
Initial excess: 11305 K
Te at 0.100 ms: 8890 K
Te at 0.364 ms: 4459 K
Te at 1.000 ms: 1025 K
Te at 2.000 ms: 347 K
Time to Te = 1.1 Tg: 2.16 ms
Largest relative error, integrated Te: 7.0e-08
Model atom (M/m = 50), excess left at tau: 0.3676
Model atom, excess left at 2 tau: 0.1355
exp(-1), exp(-2): 0.3679, 0.1353
Neglected effects, rough estimates:
Pressure: 0.1 Torr
Gas density: 3.22e+15 cm^-3
Effective nu at Te = 1.0 eV: 1.3e+08 1/s
Effective nu at Te = 0.3 eV: 1.8e+07 1/s
Effective nu at Te = 0.1 eV: 2.8e+06 1/s
Te at 1/e of initial excess: 0.384 eV
Time to 1/e excess, variable nu: 0.6 ms
Time to 0.1 eV, variable nu: 10 ms
Time to 0.1 eV, constant nu: 0.94 ms
Plate gap: 10 cm
Ambipolar escape time at 1 eV: 0.79 ms
Energy carried out per escape: 7.2 kTe
Wall cooling time at 1 eV: 0.21 ms
Electron density: 1e+10 cm^-3
Electron-ion frequency at 1 eV: 3.5e+05 1/s
Electron-ion frequency at 300 K: 4.5e+07 1/s
Initial elastic loss per electron: 4013 eV/s
Initial excitation loss per electron: 750 eV/s
Metastable density: 1e+11 cm^-3
Metastable heating per electron: 460 eV/s
Te excess held up by metastables: 0.11 eV
Gas warming by all electrons: 0.035 K
```
